**From the odd two-centre orbital to 2p: configurations, crossing and collisions**

The program tests the statement that the odd orbital 1σu of two equal centres becomes 2p at contact, so that A = (1σg)²(1σu)² ends as 1s²2pσ², above B = (1σg)²(2σg)², which ends as 1s²2s². Here R is the separation, Δ = E(A) − E(B), and K is the exchange integral that couples A and B. The program asserts that the normalised difference of two 1s functions approaches a p-type function, that the core lifts the 2s–2p degeneracy in beryllium, and that two Hartree-Fock calculations agree on both beryllium configurations, which differ by 7.81 eV. It also asserts the S and D weights of 2pσ², and compares Δ and K with elements of an explicit determinant Hamiltonian. For a model pair with charges of 2.5 e and four electrons, the output shows Δ changing sign at 0.0180 nm and the lowest ¹Σg⁺ state changing from mainly A to mainly B. In head-on collisions of 10 u masses, the probability of A at closest approach is 0.689, 0.925 and 0.984 at 2, 10 and 50 keV. The slow and sudden limits are asserted as well: slow passage follows the adiabatic state, and sudden passage keeps the initial one.

## Verification by program

```python
# RESULT UNDER TEST: the odd orbital 1sigma_u of two equal centres becomes 2p, not 2s,
# when the centres meet. The configuration A = 1sigma_g^2 1sigma_u^2 therefore ends as
# 1s^2 2p_sigma^2, above B = 1sigma_g^2 2sigma_g^2, which ends as 1s^2 2s^2.
# A and B have the same total symmetry and are coupled by the exchange integral K,
# so the adiabatic ground state changes from A to B as the separation R shrinks.
# Symbols: charge = charge of each centre (e), delta = E(A) - E(B).
# Internal units are atomic units; printed energies are in eV and lengths in nm.
# Only m = 0 (sigma) orbitals are used in the two-centre part.
import numpy as np
from types import SimpleNamespace
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo, fci

EV = const.physical_constants['Hartree energy in eV'][0]
NM = const.physical_constants['Bohr radius'][0] * 1e9
AMU = const.atomic_mass / const.m_e
BASIS = ([[0, [0.05 * 2.7**k, 1.0]] for k in range(11)]
         + [[1, [0.05 * 2.7**k, 1.0]] for k in range(7)])


def build(charge, R, with_d=False):
    """Integrals in an orthonormal sigma basis, gerade functions first."""
    sep = max(R, 1e-6)  # contact: a separation too small to matter
    shells = BASIS + ([[2, [0.5, 1.0]], [2, [2.0, 1.0]]] if with_d else [])
    # H labels only carry the basis; the charges are set by hand below
    mol = gto.M(atom=[['H', (0, 0, -sep / 2)], ['H', (0, 0, sep / 2)]],
                unit='Bohr', basis={'H': shells}, verbose=0)
    S = mol.intor('int1e_ovlp')
    T = mol.intor('int1e_kin')
    h = T.copy()
    for z in (-sep / 2, sep / 2):
        with mol.with_rinv_origin((0, 0, z)):
            h -= charge * mol.intor('int1e_rinv')
    labels = mol.ao_labels(fmt=None)
    sigma = [i for i, lab in enumerate(labels) if lab[3] in ('', 'z', 'z^2')]
    half = len(sigma) // 2
    blocks = []
    for parity in (1, -1):
        comb = np.zeros((mol.nao, half))
        for k in range(half):
            a, b = sigma[k], sigma[k + half]
            own = -1 if labels[a][3] == 'z' else 1
            comb[a, k] = 1 / np.sqrt(2)
            comb[b, k] = parity * own / np.sqrt(2)
        w, U = np.linalg.eigh(comb.T @ S @ comb)
        keep = w > 1e-5  # removes linearly dependent functions
        blocks.append(comb @ U[:, keep] / np.sqrt(w[keep]))
    X = np.ascontiguousarray(np.hstack(blocks))
    n = X.shape[1]
    eri = ao2mo.incore.full(mol.intor('int2e', aosym='s8'), X, compact=False)
    eri = np.asarray(eri).reshape(n, n, n, n)
    G = (eri - 0.5 * eri.transpose(0, 2, 1, 3)).reshape(n * n, n * n)
    return SimpleNamespace(mol=mol, X=X, n=n, ng=blocks[0].shape[1], eri=eri,
                           G=G, h=X.T @ h @ X, T=X.T @ T @ X)


def levels(s, F):
    """Eigenvalues and orbitals of F, gerade and ungerade separately."""
    eg, cg = np.linalg.eigh(F[:s.ng, :s.ng])
    eu, cu = np.linalg.eigh(F[s.ng:, s.ng:])
    Cg = np.zeros((s.n, len(eg)))
    Cu = np.zeros((s.n, len(eu)))
    Cg[:s.ng] = cg
    Cu[s.ng:] = cu
    return eg, Cg, eu, Cu


def mean_field(s, occ_g, occ_u):
    """Self-consistent field with fixed occupations in each parity."""
    D = np.zeros((s.n, s.n))
    for step in range(500):
        F = s.h + (s.G @ D.ravel()).reshape(s.n, s.n)
        eg, Cg, eu, Cu = levels(s, F)
        new = np.zeros_like(D)
        for k, f in enumerate(occ_g):
            new += f * np.outer(Cg[:, k], Cg[:, k])
        for k, f in enumerate(occ_u):
            new += f * np.outer(Cu[:, k], Cu[:, k])
        change = np.linalg.norm(new - D)
        if change < 1e-6:
            break
        D = new if step == 0 else D + 0.6 * (new - D)
    assert change < 1e-6, 'mean field not converged'
    energy = np.sum(D * (s.h + F)) / 2
    return SimpleNamespace(E=energy, Cg=Cg, Cu=Cu, eg=eg, eu=eu, D=D, F=F)


def orbital_integrals(s, C):
    g = np.einsum('pqrs,pi,qj,rk,sl->ijkl', s.eri, C, C, C, C, optimize=True)
    return C.T @ s.h @ C, g


def two_state(s):
    """delta and coupling K from the Slater-Condon rules."""
    f = mean_field(s, [2, 1], [1])
    C = np.column_stack([f.Cg[:, 0], f.Cg[:, 1], f.Cu[:, 0]])
    h, g = orbital_integrals(s, C)

    def energy(i, j):
        return (2 * h[i, i] + 2 * h[j, j] + g[i, i, i, i] + g[j, j, j, j]
                + 4 * g[i, i, j, j] - 2 * g[i, j, i, j])
    return energy(0, 2) - energy(0, 1), g[1, 2, 1, 2], f


def larger_ci(s, f):
    """All four-electron determinants in seven sigma orbitals."""
    C = np.column_stack([f.Cg[:, 0], f.Cg[:, 1], f.Cu[:, 0], f.Cg[:, 2],
                         f.Cg[:, 3], f.Cu[:, 1], f.Cu[:, 2]])
    odd = [2, 5, 6]
    n = 7
    h, g = orbital_integrals(s, C)
    h2 = fci.direct_spin1.absorb_h1e(h, g, n, (2, 2), 0.5)
    strings = [int(x) for x in fci.cistring.make_strings(range(n), 2)]
    m = len(strings)
    H = np.zeros((m * m, m * m))
    for k in range(m * m):
        c = np.zeros(m * m)
        c[k] = 1
        H[:, k] = fci.direct_spin1.contract_2e(
            h2, c.reshape(m, m), n, (2, 2)).ravel()
    par = [sum((x >> o) & 1 for o in odd) % 2 for x in strings]
    cols = []
    for a in range(m):  # even total parity, even total spin
        for b in range(a, m):
            if par[a] == par[b]:
                v = np.zeros(m * m)
                v[a * m + b] = v[b * m + a] = 1
                cols.append(v / np.linalg.norm(v))
    P = np.array(cols).T
    e, v = np.linalg.eigh(P.T @ H @ P)
    ground = P @ v[:, 0]
    iA = strings.index(0b101) * (m + 1)
    iB = strings.index(0b011) * (m + 1)
    return SimpleNamespace(wA=ground[iA]**2, wB=ground[iB]**2, gap=e[1] - e[0],
                           delta=H[iA, iA] - H[iB, iB], K=H[iA, iB])


# --- The normalised minus combination of two 1s functions tends to a p function ---
print('Overlap of normalised (1s_a - 1s_b) with (z/r) exp(-zeta r):')
x, wx = np.polynomial.laguerre.laggauss(80)
eta, we = np.polynomial.legendre.leggauss(60)
overlaps = []
for d in (2.0, 1.0, 0.1):  # d = zeta R
    xi = (1 + x / d)[:, None]
    et = eta[None, :]
    # the factor exp(-x) belongs to the Laguerre weight and is divided out
    weight = (2 * np.pi * (d / 2)**3 * (xi**2 - et**2)
              * (wx / d)[:, None] * we[None, :])
    boost = np.exp(x / 2)[:, None]
    fa = np.exp(-d / 2 * (xi + et)) * boost / np.sqrt(np.pi)
    fb = np.exp(-d / 2 * (xi - et)) * boost / np.sqrt(np.pi)
    r = d / 2 * np.sqrt(xi**2 + et**2 - 1)
    cosine = d / 2 * xi * et / r  # z/r measured from the midpoint
    p = np.sqrt(3 / np.pi) * cosine * np.exp(-r) * boost  # unit norm
    S_ab = np.sum(weight * fa * fb)
    assert abs(S_ab - np.exp(-d) * (1 + d + d * d / 3)) < 1e-8
    ov = abs(np.sum(weight * (fa - fb) * p)) / np.sqrt(2 * (1 - S_ab))
    overlaps.append(ov)
    print(f'  zeta R = {d:.1f}: overlap {ov:.5f}, 1-S {1 - S_ab:.6f}')
assert overlaps[0] < overlaps[1] < overlaps[2] and abs(overlaps[2] - 1) < 1e-3
assert abs((1 - S_ab) / (d * d / 6) - 1) < 0.02

# --- Beryllium endpoint: why 2s lies below 2p ---
be = build(2.0, 0.0)
eg, _, eu, _ = levels(be, be.h)
assert abs(eg[0] + 8) < 0.01 and abs(eg[1] + 2) < 0.003 and abs(eu[0] + 2) < 0.003
gap_bare = eu[0] - eg[1]
core = mean_field(be, [2], [])
J_core = np.einsum('pqrs,rs->pq', be.eri, core.D)
eg, _, eu, _ = levels(be, be.h + J_core)
gap_classical = eu[0] - eg[1]
gap_full = core.eu[0] - core.eg[1]
assert abs(gap_bare) < 0.004 and gap_classical > 0.02 and gap_full > 0.02
print('Be, 2p minus 2s level for one electron outside 1s2 (eV):')
print(f'  core repulsion off {gap_bare * EV:.2f}')
print(f'  classical core repulsion {gap_classical * EV:.2f}')
print(f'  with core exchange {gap_full * EV:.2f}')
E_s2 = mean_field(be, [2, 2], []).E
E_p2 = mean_field(be, [2], [2]).E
assert E_p2 > E_s2

atom = gto.M(atom='Be', basis={'Be': BASIS}, symmetry='D2h', verbose=0)
results = []
for occupation in ({'Ag': 4}, {'Ag': 2, 'B1u': 2}):
    mf = scf.RHF(atom)
    mf.chkfile = None
    mf.irrep_nelec = occupation
    mf.conv_tol = 1e-10
    mf.max_cycle = 200
    mf.kernel()
    assert mf.converged
    results.append(mf.e_tot)
assert abs(results[0] - E_s2) < 1e-4 and abs(results[1] - E_p2) < 1e-4
print(f'Be Hartree-Fock 1s2 2s2: {E_s2 * EV:.2f} eV')
print(f'Be Hartree-Fock 1s2 2p_sigma2: {E_p2 * EV:.2f} eV')
print(f'  2p_sigma2 above 2s2: {(E_p2 - E_s2) * EV:.2f} eV')

# --- Atomic terms contained in 2p_sigma2 ---
occupied = np.asarray(mf.mo_coeff)[:, np.asarray(mf.mo_occ) > 0]
lab = atom.ao_labels(fmt=None)
iz = [i for i, q in enumerate(lab) if q[3] == 'z']
ix = [i for i, q in enumerate(lab) if q[3] == 'x']
pz = occupied[:, np.argmax(np.abs(occupied[iz]).sum(axis=0))]
px = np.zeros_like(pz)
px[ix] = pz[iz]
C = np.ascontiguousarray(np.column_stack([pz, px]))
gp = ao2mo.incore.full(atom.intor('int2e', aosym='s8'), C, compact=False)
gp = np.asarray(gp).reshape(2, 2, 2, 2)
J_zz, J_zx, K_zx = gp[0, 0, 0, 0], gp[0, 0, 1, 1], gp[0, 1, 0, 1]
assert abs((J_zz - K_zx) - (J_zx + K_zx)) < 1e-7  # two members of singlet D
eps = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[i, j, k], eps[i, k, j] = 1, -1
L2 = np.zeros((9, 9), complex)
for k in range(3):
    total = np.kron(-1j * eps[k], np.eye(3)) + np.kron(np.eye(3), -1j * eps[k])
    L2 += total @ total
w, V = np.linalg.eigh(L2)
weights = np.abs(V.conj().T[:, 8])**2  # product state z z
w_S = weights[np.abs(w) < 1e-8].sum()
w_D = weights[np.abs(w - 6) < 1e-8].sum()
assert abs(w_S - 1 / 3) < 1e-10 and abs(w_D - 2 / 3) < 1e-10
print(f'2p_sigma2 term weights: S {w_S:.4f}, D {w_D:.4f}')
print(f'  Be S-D separation, fixed orbitals: {3 * K_zx * EV:.2f} eV')

# --- Model pair: configuration energies against separation ---
charge = 2.5
R_nm = np.array([0, 0.01, 0.02, 0.03, 0.04, 0.05, 0.06, 0.08])
R_grid = R_nm / NM
delta, K, relaxed = [], [], []
saved = {}
print(f'Model pair: charge of each centre {charge} e, 4 electrons')
print('R (nm), E(A)-E(B) (eV), K (eV), overlaps 1su|2p and 2sg|2s:')
for i, R in enumerate(R_grid):
    s = build(charge, R)
    dd, kk, f = two_state(s)
    delta.append(dd)
    K.append(kk)
    relaxed.append(mean_field(s, [2], [2]).E - mean_field(s, [2, 2], []).E)
    if i == 0:
        s0, f0 = s, f
    cross = s.X.T @ gto.intor_cross('int1e_ovlp', s.mol, s0.mol) @ s0.X
    o_p = abs(f.Cu[:, 0] @ cross @ f0.Cu[:, 0])
    o_s = abs(f.Cg[:, 1] @ cross @ f0.Cg[:, 1])
    if i == 1:
        assert o_p > 0.98 and o_s > 0.95
    print(f'  {R_nm[i]:.2f} {dd * EV:8.2f} {kk * EV:6.2f} {o_p:.4f} {o_s:.4f}')
    if i in (0, len(R_grid) - 1):
        saved[i] = larger_ci(s, f)
assert delta[0] > 0 > delta[-1] and relaxed[0] > 0 > relaxed[-1]
ends = ((1, 0.0), (2, 0.0))
delta_R = CubicSpline(R_grid, delta, bc_type=ends)
K_R = CubicSpline(R_grid, K, bc_type=ends)
relaxed_R = CubicSpline(R_grid, relaxed, bc_type=ends)
R_x = brentq(delta_R, 0, R_grid[-1])
R_relaxed = brentq(relaxed_R, 0, R_grid[-1])
s = build(charge, R_x)
d_x, K_x, f_x = two_state(s)
assert abs(d_x) * EV < 0.5  # interpolation error on a steep curve
ci_x = larger_ci(s, f_x)
for c, dd, kk in ((saved[0], delta[0], K[0]), (ci_x, d_x, K_x)):
    assert abs(c.delta - dd) < 1e-7 and abs(c.K - kk) < 1e-7
first, last = saved[0], saved[len(R_grid) - 1]
assert first.wB > 0.7 and last.wA > 0.7 and ci_x.gap > K_x
d_with_d = two_state(build(charge, R_x, with_d=True))[0]
print(f'Crossing, common orbitals: {R_x * NM:.4f} nm')
print(f'Crossing, relaxed orbitals: {R_relaxed * NM:.4f} nm')
print(f'K at crossing {K_x * EV:.2f} eV, two-state gap 2K {2 * K_x * EV:.2f} eV')
print(f'Gap there in larger CI: {ci_x.gap * EV:.2f} eV')
print(f'Shift of E(A)-E(B) there by d functions: {(d_with_d - d_x) * EV:.3f} eV')
print('Ground-state weights of A and B in larger CI:')
for name, c in (('contact', first), ('crossing', ci_x), ('0.08 nm', last)):
    print(f'  {name}: A {c.wA:.3f}, B {c.wB:.3f}')


# --- Head-on collisions: is the configuration followed? ---
def lower_state(R):
    H = np.array([[delta_R(R), K_R(R)], [K_R(R), 0.0]])
    return np.linalg.eigh(H)[1][:, 0]


def collide(lab_keV, mass_u):
    """Two-state amplitudes at closest approach, bare Coulomb repulsion."""
    mu = mass_u * AMU / 2
    energy = lab_keV * 1000 / EV / 2  # equal masses, target at rest
    start = R_grid[-1]
    v = np.sqrt(2 * (energy - charge**2 / start) / mu)
    c0 = lower_state(start)

    def rhs(t, y):
        R = y[0].real
        k = float(K_R(R))
        return np.array([y[1], charge**2 / (mu * R * R),
                         -1j * (float(delta_R(R)) * y[2] + k * y[3]),
                         -1j * k * y[2]])

    def turning(t, y):
        return y[1].real
    turning.terminal = True
    turning.direction = 1
    sol = solve_ivp(rhs, (0, 10 * start / v),
                    np.array([start, -v, c0[0], c0[1]], complex),
                    method='DOP853', rtol=1e-7, atol=1e-9, events=turning)
    assert sol.status == 1
    y = sol.y[:, -1]
    c = y[2:]
    assert abs(np.vdot(c, c).real - 1) < 1e-3
    return y[0].real, abs(c[0])**2, c, c0


mass = 10.0
print(f'Head-on collisions, both masses {mass:.0f} u:')
print('lab energy (keV), closest approach (nm), probability of A:')
for lab_keV in (2, 10, 50):
    R_min, prob, _, _ = collide(lab_keV, mass)
    assert R_min < R_x
    print(f'  {lab_keV:2d} {R_min * NM:.5f} {prob:.3f}')
# A huge mass makes the passage slow, a tiny mass makes it sudden
R_min, prob_slow, c, _ = collide(10, mass * 3e4)
adiabatic = abs(np.vdot(lower_state(R_min), c))**2
_, prob_fast, c, c0 = collide(10, mass * 1e-5)
sudden = abs(np.vdot(c0, c))**2
assert adiabatic > 0.97 and sudden > 0.97 and prob_fast > prob_slow
print(f'Slow limit: adiabatic state kept {adiabatic:.4f}, A {prob_slow:.4f}')
print(f'Sudden limit: initial state kept {sudden:.4f}, A {prob_fast:.4f}')
print(f'Bare Coulomb energy at crossing: {charge**2 / R_x * EV:.0f} eV')
u = f_x.Cu[:, 0]
electron_speed = np.sqrt(2 * (u @ s.T @ u))
for lab_keV in (2, 50):
    speed = np.sqrt(2 * lab_keV * 1000 / EV / (mass * AMU))
    print(f'Nuclear/1su electron speed, {lab_keV} keV: {speed / electron_speed:.3f}')
print('every check passed')
```

It prints:

```
Overlap of normalised (1s_a - 1s_b) with (z/r) exp(-zeta r):
  zeta R = 2.0: overlap 0.93415, 1-S 0.413547
  zeta R = 1.0: overlap 0.98698, 1-S 0.141615
  zeta R = 0.1: overlap 0.99998, 1-S 0.001663
Be, 2p minus 2s level for one electron outside 1s2 (eV):
  core repulsion off 0.00
  classical core repulsion 3.15
  with core exchange 3.99
Be Hartree-Fock 1s2 2s2: -396.52 eV
Be Hartree-Fock 1s2 2p_sigma2: -388.71 eV
  2p_sigma2 above 2s2: 7.81 eV
2p_sigma2 term weights: S 0.3333, D 0.6667
  Be S-D separation, fixed orbitals: 1.32 eV
Model pair: charge of each centre 2.5 e, 4 electrons
R (nm), E(A)-E(B) (eV), K (eV), overlaps 1su|2p and 2sg|2s:
  0.00    13.28   2.66 1.0000 1.0000
  0.01     7.89   2.58 0.9980 0.9947
  0.02    -2.34   2.13 0.9762 0.9673
  0.03   -16.73   1.33 0.9127 0.9167
  0.04   -33.52   0.70 0.8377 0.8560
  0.05   -49.14   0.42 0.7892 0.7973
  0.06   -61.71   0.31 0.7668 0.7436
  0.08   -78.01   0.26 0.7603 0.6522
Crossing, common orbitals: 0.0180 nm
Crossing, relaxed orbitals: 0.0183 nm
K at crossing 2.26 eV, two-state gap 2K 4.51 eV
Gap there in larger CI: 4.54 eV
Shift of E(A)-E(B) there by d functions: -0.032 eV
Ground-state weights of A and B in larger CI:
  contact: A 0.037, B 0.954
  crossing: A 0.499, B 0.487
  0.08 nm: A 0.995, B 0.000
Head-on collisions, both masses 10 u:
lab energy (keV), closest approach (nm), probability of A:
   2 0.00900 0.689
  10 0.00180 0.925
  50 0.00036 0.984
Slow limit: adiabatic state kept 1.0000, A 0.0370
Sudden limit: initial state kept 1.0000, A 1.0000
Bare Coulomb energy at crossing: 500 eV
Nuclear/1su electron speed, 2 keV: 0.055
Nuclear/1su electron speed, 50 keV: 0.275
every check passed
```
